# A Falling Ferroelectric Voltage Does Not Prove Static Negative Capacitance

When a ferroelectric capacitor is charged through a resistor, its voltage can fall for a while although its charge keeps rising. This does not prove stabilized static negative capacitance. A capacitor whose static capacitance is nowhere negative does the same if its polarization switches late and then fast: the switching takes up charge faster than the resistor supplies it, and the difference is drawn from the ordinary linear capacitance. Nor does such a trace rule out a double well, since a film with a true Landau double well can give the same kind of trace. What the trace does show, for a constant source and a switching rate fixed by voltage and polarization, is that the switching was accelerating when the fall began.

## The counter-example

**Device and circuit.** Consider a plate capacitor of thickness $d$, without leakage, described by area-averaged quantities. In atomic units ($e=1$, $4\pi\varepsilon_0=1$) the free charge per area on the plate is

$$Q = CV + P,\qquad C=\frac{\epsilon}{4\pi d}>0 .$$

Here $V$ is the voltage across the device, $P$ the switchable polarization and $\epsilon$ the permittivity of the linear response. A source $V_s$ drives the device through a resistor; $R$ denotes resistance times area. The current per area is

$$\dot Q=\frac{V_s-V}{R}. \tag{1}$$

Since $C$ is constant, $\dot Q=C\dot V+\dot P$, and therefore

$$C\dot V=\frac{V_s-V}{R}-\dot P. \tag{2}$$

By (1), the charge rises when $V<V_s$. By (2), the voltage falls when $\dot P$ exceeds the resistor current. The two occur together exactly when

$$0<\frac{V_s-V}{R}<\dot P. \tag{3}$$

Nothing in (3) requires a negative $C$. Dividing (1) by (2) gives the slope read from a plot of charge against voltage:

$$\frac{dQ}{dV}=\frac{\dot Q}{\dot V}=C\,\frac{V_s-V}{V_s-V-R\dot P}. \tag{4}$$

It is negative under condition (3), and it contains the external resistor and the switching rate.

**Delayed switching.** Let $f$ be the switched fraction, so that $P=P_s(2f-1)$, and let

$$\dot f=k(V)(f+f_0)(1-f),\qquad k(V)=k_0e^{-V_a/V}\quad(V>0). \tag{5}$$

The factor $f+f_0$ describes growth from a small seed $f_0$, and $1-f$ describes the exhaustion of unswitched material. For $V<0$ the mirror law holds, $\dot f=-k(|V|)(1-f+f_0)f$, and $k(0)=0$. The device starts at $f=0$, $V=0$, hence $Q=-P_s$.

**Its static capacitance.** A static state has $\dot f=0$. For $V>0$ this requires $f=1$, for $V<0$ it requires $f=0$, and at $V=0$ every $f$ is allowed. The static curve thus consists of two lines $Q=CV\pm P_s$ joined by a vertical segment at $V=0$. The same states follow from minimizing the field energy over the allowed polarization:

$$U_{\rm st}(Q)=\min_{|P|\le P_s}\frac{(Q-P)^2}{2C}=\begin{cases}0,&|Q|\le P_s,\\[2pt](|Q|-P_s)^2/2C,&|Q|>P_s.\end{cases}$$

This function is convex. Its slope is $V$, and $dV/dQ$ is $0$ on the segment and $1/C$ outside it. There is no negative static capacitance to be stabilized.

**Numbers.** The parameters are round model values: $d=100$ Å, $\epsilon=50$, $P_s=0.01\,e/$Å$^2$, $V_s=2$ eV per elementary charge, $k_0=10/t_0$, $V_a=4$ eV per elementary charge and $f_0=0.01$. Voltages are quoted below simply in eV. To pass from atomic units to eV and Å, the unit Coulomb constant is replaced by $14.40$ eV Å:

$$C=\frac{50}{4\pi(14.40)(100)}=0.002763\ e^2/(\mathrm{eV\,Å^2}).$$

The time unit is $t_0=R_0C$, which makes the reference resistor $R_0=361.9$ eV Å$^2t_0/e^2$.

With $R=R_0$ the voltage climbs to $1.722$ eV at $t=2.62\,t_0$, when only $f=0.0305$ has switched. At the peak the two terms of (2) must balance. The lag is $V_s-V=0.278$ eV, and from (5)

$$R_0\dot P=361.9\times0.02\times10\,e^{-4/1.722}\times0.0405\times0.9695\approx0.278\ \mathrm{eV}.$$

The voltage then falls to $1.251$ eV at $t=8.05\,t_0$, where $f=0.5315$. The charge gained during this drop of $0.471$ eV is

$$\Delta Q=C\Delta V+2P_s\Delta f=-0.00130+0.01002=0.00872\ e/\mathrm{Å^2}.$$

The linear part of the capacitor discharges while the total charge rises. Where $V$ falls fastest in time, at $V=1.562$ eV and $f=0.115$, the lag is $0.438$ eV and (5) gives $R_0\dot P\approx0.618$ eV. Equation (4) then yields

$$\frac{dQ}{dV}\approx0.002763\times\frac{0.438}{0.438-0.618}\approx-0.0067\ e^2/(\mathrm{eV\,Å^2}),$$

or $-0.107$ F/m$^2$. Read as a material property, this would be a negative capacitance. The device has none.

**Energy.** Multiplying $dQ=C\,dV+dP$ by $V$ gives

$$V\,dQ=d\!\left(\tfrac12CV^2\right)+V\,dP. \tag{6}$$

In this model only $CV^2/2$ is stored, and $V\,dP\ge0$ is heat, because (5) and its mirror law move $P$ in the direction of $V$. During the drop the work $\int V\,dQ$ delivered to the device through the resistor is $0.01198$ eV/Å$^2$, the stored energy changes by $-0.00194$ eV/Å$^2$, and the heat is their difference, $0.01392$ eV/Å$^2$. The release of stored energy is real, but it is an irreversible discharge into the switching process. If the source is set to zero after the pulse, the voltage decays and a charge $2P_s=0.0200\,e/$Å$^2$ above the starting value remains.

**Small resistor.** Write $\delta=V_s-V$. Since $\dot V=-\dot\delta$, equation (2) becomes

$$\delta=R\dot P-RC\dot\delta .$$

Suppose the charging time $RC$ is much shorter than the switching delay, and the lag $\delta$ that remains after charging is much smaller than $V_s^2/V_a$, so that $k(V)$ stays close to $k(V_s)$. Once charging is over, $\delta$ and $\dot\delta$ are both of order $R$, so the last term is of order $R^2$. To leading order $\delta=R\dot P$, with $k(V)$ replaced by $k(V_s)$:

$$V_s-V\simeq2P_sRk(V_s)\,g(f),\qquad g(f)=(f+f_0)(1-f).$$

The derivative $g'(f)=1-f_0-2f$ vanishes at $f=(1-f_0)/2$, where $g=(1+f_0)^2/4$. Hence

$$V_s-V_{\min}\simeq\tfrac12P_sRk(V_s)(1+f_0)^2. \tag{7}$$

For the slope, $\dot V=-\dot\delta\simeq-R\ddot P$ and $\dot Q=\delta/R\simeq\dot P$. With $\dot P=2P_skg$ and $\dot f=kg$, one has $\ddot P=2P_skg'\dot f=kg'\dot P$, so

$$\frac{dV}{dQ}\simeq-R\,k(V_s)\,(1-f_0-2f). \tag{8}$$

Both $C$ and $P_s$ have dropped out. In this limit the apparent inverse capacitance is the resistor multiplied by a kinetic rate, and it disappears with $R$.

For $R=0.01R_0$ and $k(V_s)=1.353/t_0$, (7) gives $0.0250$ eV against the integrated $0.0244$ eV. At $f=0.25$, (8) gives $-2.40$ against $-2.34$ eV Å$^2/e^2$. Halving $R$ halves the deviations, taken relative to the leading-order values, from $2.4\%$ to $1.2\%$ and from $2.7\%$ to $1.4\%$, as expected for a leading-order result. At large resistors the drop from peak to trough does not even keep growing with $R$: it is $0.471$ eV at $R_0$ but $0.452$ eV at $3R_0$.

## The correct general statement

Let the source be constant and let the switching rate be a smooth function of voltage and polarization, $\dot P=r(V,P)$.

1. The voltage falls while the charge rises exactly when (3) holds.
2. If the voltage rises at first and passes a maximum while the charge is rising, then $\partial r/\partial P\ge0$ at that maximum. At a following minimum with rising charge, $\partial r/\partial P\le0$.
3. Stabilized static negative capacitance is a different property. It requires an equilibrium state with $dV/dQ<0$ that is made stable by a series capacitor, and it makes the static capacitance of that stack larger than that of the series capacitor alone.

**Proof of 1 and 2.** The first statement was obtained from (1) and (2), with no assumption about the origin of $\dot P$. For the second, differentiate (2) at constant $V_s$:

$$C\ddot V=-\frac{\dot V}{R}-\frac{\partial r}{\partial V}\dot V-\frac{\partial r}{\partial P}\dot P .$$

At a turning point $\dot V=0$, which leaves

$$C\ddot V=-\frac{\partial r}{\partial P}\,\dot P. \tag{9}$$

There $\dot P=\dot Q>0$, because $C\dot V=0$. A maximum has $\ddot V\le0$ and so needs $\partial r/\partial P\ge0$. A minimum has $\ddot V\ge0$ and needs the opposite sign. $\square$

For the law (5), $\partial f/\partial P=1/(2P_s)$ gives $\partial r/\partial P=k(V)(1-f_0-2f)$. The peak cannot lie beyond $f=(1-f_0)/2=0.495$, nor the trough before it. The computed values, $0.0305$ and $0.5315$, lie on the required sides.

This also makes the word "delayed" precise. Replace (5) by $\dot f=k(V)(1-f)$, which switches fastest at the start for a given voltage. Then $r=k(V)(P_s-P)$ and $\partial r/\partial P=-k(V)<0$ for $V>0$. The charge rises throughout: since $\dot P\ge0$, (2) gives $C\dot\delta\ge-\delta/R$, hence $\delta\ge V_se^{-t/RC}>0$. The voltage starts upward, with $\dot V=V_s/(RC)$. At a first turning point $\dot V$ would come down to zero from positive values, so $\ddot V\le0$, whereas (9) demands $\ddot V>0$. No turning point exists, and the voltage never falls. In this control the switching still speeds up at first, because the rising voltage increases $k(V)$; what is absent is acceleration at fixed voltage. The computed largest fall is zero to six decimals in eV.

Acceleration at fixed voltage, meaning $\partial r/\partial P\ge0$ at the peak, is necessary, not sufficient; inequality (3) must still be met. The assumptions matter as well. If the source varies, $\dot V_s/R$ is added to the right side of (9), and a falling source can produce a maximum without acceleration. If the rate depends on further variables, such as a distribution of local waiting times, (9) does not apply in this form, although (3) does.

**Proof of 3.** Put a linear capacitor $C_D>0$ in series, with no free charge at the interface, so that both carry the same $Q$. For static states $V_s=V(Q)+Q/C_D$, and

$$\frac1{C_{\rm stack}}=\frac{dV_s}{dQ}=\frac{dV}{dQ}+\frac1{C_D}. \tag{10}$$

Stability requires the left side to be positive. If $dV/dQ<0$, it lies between $0$ and $1/C_D$, so $C_{\rm stack}>C_D$. If $dV/dQ\ge0$, then $C_{\rm stack}\le C_D$. $\square$

With $C_D=0.001\,e^2/(\mathrm{eV\,Å^2})$, the delayed device gives $C_{\rm stack}=0.001$ on its vertical segment and $CC_D/(C+C_D)=0.000734$ in saturation, in the same unit. These static values never exceed $C_D$. The first is a limit of infinitely slow measurement, since $k(V)$ vanishes as $V\to0$. If $f$ is frozen instead, the device responds with $C$ alone and the stack again gives $0.000734$. In a one-way ramp of finite rate the slope $dQ/dV_s=C_D(1-dV/dV_s)$ can still exceed $C_D$, because $(C+C_D)\dot V=C_D\dot V_s-\dot P$ makes $V$ fall whenever $\dot P>C_D\dot V_s$. For a very slow ramp the two terms nearly balance, which with $g(f)=(f+f_0)(1-f)$ gives $V\simeq V_a/\ln[2P_sk_0g(f)/(C_D\dot V_s)]$; this falls while $g'>0$. The excess belongs to an irreversible process and vanishes only as the inverse square of that logarithm when the ramp rate goes to zero, so a slow ramp alone does not remove it.

## A film with a real double well

Now give the polarization an energy of its own, $U(P)=-\tfrac12aP^2+\tfrac14aP^4/P_s^2$, and assume that the film stays uniform. In equilibrium at fixed $Q$ the energy $(Q-P)^2/2C+U(P)$ is stationary in $P$, which means $V=U'(P)$. Near $P=0$ this is $V=-aP$, so $Q=CV+P=(C-1/a)V$ and

$$C_F=C-\frac1a .$$

For $a=200$ eV Å$^2/e^2$, $C_F=0.002763-0.005=-0.002237\,e^2/(\mathrm{eV\,Å^2})$.

With the series capacitor the energy gains $Q^2/2C_D-V_sQ$. Its second derivatives at $P=0$ are $1/C+1/C_D$ for $QQ$, $-1/C$ for $QP$ and $1/C-a$ for $PP$. The first is positive, so the state is a minimum if the determinant is positive:

$$\left(\frac1C+\frac1{C_D}\right)\left(\frac1C-a\right)-\frac1{C^2}=\frac{1-a(C+C_D)}{CC_D}>0 .$$

This means $C_D<1/a-C=0.002237$. For $C_D=0.001$ it holds, and (10) gives $C_{\rm stack}=1/(1000-447)=0.00181$, well above $C_D$. For $C_D=0.004$ it fails, and at $V_s=0$ the film settles at $P=\pm0.51P_s$. The assumption of uniformity is essential. If the film can split into two equal regions that share $V$ and cost no wall energy, opposite deviations $\pm p$ leave $Q$ and the mean polarization unchanged and lower the energy by $\tfrac12ap^2$, whatever $C_D$ is. The regions then settle at $\pm P_s$, where $U''=2a$, so $C_F=C+1/(2a)>0$ and the stack capacitance is $0.00084$, below $C_D=0.001$.

Without the dielectric, behind the resistor $R_0$, let the film relax by $\rho\dot P=V-U'(P)$ with $\rho=50$ eV Å$^2t_0/e^2$, starting from $P=-P_s$. The voltage peaks at $0.916$ eV and falls to $-0.406$ eV. Here $\partial r/\partial P=-U''/\rho$, so by (9) the peak must lie where $U''\le0$ and the trough where $U''\ge0$. The computed curvatures are $-22.9$ and $+69.0$ eV Å$^2/e^2$.

Even in this case the transient shows no stabilization. Linearize (2) and the relaxation law about an equilibrium with $V=V_s$. The equations for the small deviations $v$ and $p$ are

$$\dot v=-\frac{v}{RC}-\frac{v-U''p}{\rho C},\qquad \dot p=\frac{v-U''p}{\rho}.$$

The determinant of this linear system is

$$\left(\frac1{RC}+\frac1{\rho C}\right)\frac{U''}{\rho}-\frac{U''}{\rho^2C}=\frac{U''}{\rho RC}.$$

For $U''<0$ it is negative, so one deviation grows. A resistor slows the passage through the region of negative curvature but cannot hold the film there.

The two traces differ in one respect. In the delayed model $\dot P=0$ at $V=0$, so (2) gives $\dot V=V_s/(RC)>0$ there, and the voltage cannot become negative under a positive source. A negative excursion therefore excludes that model and points to energy released by the polarization, but not to a stabilized state. A drop that stays positive does not decide between the two origins, because the double-well film gives one too when the resistor is small, $R\ll\rho$. Once charging is over, $V_s-V\simeq R\dot P$ gives, to leading order in $R$, $V\simeq V_s-R\,[V_s-U'(P)]/\rho$. For a source large enough to switch the film, this voltage stays near $V_s$ and falls while $P$ rises through the region $U''<0$. By (10), direct evidence for stabilization would come from a reversible, quasi-static measurement in which the stack capacitance exceeds an independently known $C_D$. Parasitic capacitance must be excluded separately. Since (10) concerns area-averaged quantities, such an excess would not tell whether the film is uniform or divided into domains. The full set of computed values is in the numerical output below.

## Values computed for the example and the checks

```
thickness 100 A, permittivity 50
Coulomb constant e^2/(4 pi eps0) = 14.3996 eV A
linear capacitance C = 0.002763 e^2/(eV A^2)
Ps = 0.01 e/A^2, source Vs = 2.0 eV per e
k0 = 10.0 /t0, Va = 4.0 eV per e, seed f0 = 0.01
rate k(Vs) = 1.3534 /t0
reference resistor R0 = 361.90 eV A^2 t0/e^2
-- delayed switching, R = R0
peak: t = 2.616 t0, V = 1.7218 eV, f = 0.0305
trough: t = 8.049 t0, V = 1.2505 eV, f = 0.5315
turnover of acceleration at f = 0.4950
voltage drop = 0.4713 eV per e
charge gained in drop = 0.008718 e/A^2
steepest fall: t = 3.953 t0, V = 1.5623 eV, f = 0.1148
  apparent dQ/dV there = -0.006706 e^2/(eV A^2)
  same, converted = -0.1074 F/m^2
work on device in drop = 0.011983 eV/A^2
stored-energy change = -0.001936 eV/A^2
heat in drop = 0.013919 eV/A^2
charge retained after source off = 0.020000 e/A^2
-- controls
largest fall without acceleration = 0.000000 eV per e
delayed switching, R/R0 = 0.01: drop = 0.0233 eV per e
delayed switching, R/R0 = 0.1: drop = 0.1808 eV per e
delayed switching, R/R0 = 1.0: drop = 0.4713 eV per e
delayed switching, R/R0 = 3.0: drop = 0.4520 eV per e
R/R0 = 0.01: Vs-Vmin = 0.02437, law 0.02498 eV per e
  dV/dQ at f=0.25: -2.3356, law -2.3999 eV A^2/e^2
R/R0 = 0.005: Vs-Vmin = 0.01234, law 0.01249 eV per e
  dV/dQ at f=0.25: -1.1837, law -1.2000 eV A^2/e^2
-- static stacks
series dielectric C_D = 0.001000 e^2/(eV A^2)
delayed model, vertical segment: 0.001000 e^2/(eV A^2)
delayed model, saturated: 0.000734 e^2/(eV A^2)
Landau a = 200 eV A^2/e^2, a*C = 0.5526
Landau film C_F at P=0: -0.002237 e^2/(eV A^2)
Landau stack capacitance: 0.001808 e^2/(eV A^2)
larger C_D = 0.004000 e^2/(eV A^2): P/Ps = 0.5106, -0.5106
-- Landau transient, R = R0, rho = 50 eV A^2 t0/e^2
peak V = 0.9156 eV at P/Ps = -0.5433
trough V = -0.4062 eV at P/Ps = 0.6696
voltage drop = 1.3219 eV per e
curvature U'' at peak = -22.91 eV A^2/e^2
curvature U'' at trough = 69.04 eV A^2/e^2
```
